# Exchange Weights of Closed Subshells in Dirac-Fock Theory

Take a bare point charge $Z=80$ and let a $1s$ electron exchange with filled $2p_{1/2}$ and $2p_{3/2}$ subshells, all in hydrogen-like Dirac orbitals. The radial exchange integral with $2p_{1/2}$ is the larger of the two, 4.28 hartree against 3.72 hartree. The exchange energy with $2p_{1/2}$ is nevertheless the smaller in magnitude, $-1.43$ hartree against $-2.48$ hartree. The angular weights that multiply the integrals, $1/3$ and $2/3$, reverse the order. Their sum, 1, is the weight of a filled nonrelativistic $2p$ shell.

## Orbitals and exchange energy

Atomic units are used. The electrons move in a central mean field and interact through $1/r_{12}$; the Breit interaction is not included. The quantum number $\kappa$ fixes both $j$ and $l$:

$$\kappa=-(l+1)\ \text{for}\ j=l+\tfrac12,\qquad \kappa=l\ \text{for}\ j=l-\tfrac12. \tag{1}$$

Thus $\kappa$ and $-\kappa$ have the same $j=|\kappa|-\frac12$ and values of $l$ that differ by one. The spinor harmonics and orbitals are

$$\chi_{\kappa m}=\sum_{\sigma=\pm1/2}\langle l\,m{-}\sigma\,\tfrac12\sigma|jm\rangle Y_{l,m-\sigma}|\sigma\rangle,\qquad
\psi_{\kappa m}=\frac1r\begin{pmatrix}P\,\chi_{\kappa m}\\ iQ\,\chi_{-\kappa m}\end{pmatrix}, \tag{2}$$

with real $P$ and $Q$. Let electron $a$ have $(\kappa,m)$, and let subshell $b$, with $\kappa',j',l'$, be filled. In a single determinant the exchange energy of $a$ with $b$ is

$$E_x=-\sum_{m'}\iint \psi_a^\dagger(1)\psi_{bm'}(1)\,\frac1{r_{12}}\,\psi_{bm'}^\dagger(2)\psi_a(2)\,d^3r_1d^3r_2. \tag{3}$$

With $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, the multipole expansion and the addition theorem give

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q C^k_q(1)\,C^k_q(2)^*. \tag{4}$$

## The lower components

The overlap $\psi_a^\dagger\psi_b$ contains $\chi_{-\kappa m}^\dagger\chi_{-\kappa'm'}$ as well as $\chi_{\kappa m}^\dagger\chi_{\kappa'm'}$. Values at the north pole relate the two. There $Y_{l\mu}=\delta_{\mu0}\sqrt{(2l+1)/4\pi}$, so $\chi_{\kappa m}$ vanishes unless $m=\pm\frac12$. For $m=\frac12$ the Clebsch-Gordan coefficient is

$$\langle l0\,\tfrac12\tfrac12|j\tfrac12\rangle=
\begin{cases}+\sqrt{(l+1)/(2l+1)}, & j=l+\frac12,\\ -\sqrt{l/(2l+1)}, & j=l-\frac12.\end{cases} \tag{5}$$

In the first case $l+1=j+\frac12$, and in the second $l=j+\frac12$. Both cases therefore read

$$\chi_{\kappa,1/2}(\hat z)=-\operatorname{sgn}(\kappa)\sqrt{\frac{2j+1}{8\pi}}\;|{\uparrow}\rangle. \tag{6}$$

The operator $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with the total angular momentum, changes parity and squares to one. It must turn $\chi_{\kappa m}$ into a multiple of $\chi_{-\kappa m}$, with a factor independent of $m$. At the pole $\sigma_r=\sigma_z$ leaves $|{\uparrow}\rangle$ unchanged, while (6) changes sign under $\kappa\to-\kappa$. Hence

$$\sigma_r\chi_{\kappa m}=-\chi_{-\kappa m}. \tag{7}$$

It follows that $\chi_{-\kappa m}^\dagger\chi_{-\kappa'm'}=\chi_{\kappa m}^\dagger\sigma_r^2\chi_{\kappa'm'}=\chi_{\kappa m}^\dagger\chi_{\kappa'm'}$ at every point of the sphere. The factors of $i$ in (2) give $(-i)(i)=1$, so

$$\psi_a^\dagger\psi_{bm'}=\frac{\rho_{ab}(r)}{r^2}\,\chi_{\kappa m}^\dagger\chi_{\kappa'm'},\qquad \rho_{ab}=P_aP_b+Q_aQ_b. \tag{8}$$

Insert (4) and (8) into (3). The factors $r^2$ in the volume elements cancel those in (8). The angular integral over electron 2 is the complex conjugate of that over electron 1. Therefore

$$E_x=-\sum_k w_k(\kappa,\kappa')\,G^k(a,b), \tag{9}$$

$$G^k(a,b)=\int_0^\infty\!\!\int_0^\infty\rho_{ab}(r)\,\frac{r_<^k}{r_>^{k+1}}\,\rho_{ab}(s)\,dr\,ds,\qquad
w_k=\sum_{q,m'}\left|\langle\kappa m|C^k_q|\kappa'm'\rangle\right|^2, \tag{10}$$

where $r_<$ and $r_>$ are the smaller and larger of $r$ and $s$.

## The weight and its parity condition

Couple the multipole to the spinor harmonics of the filled subshell:

$$\Phi_{JM}=\sum_{q,m'}\langle kq\,j'm'|JM\rangle\,C^k_q\,\chi_{\kappa'm'}. \tag{11}$$

This is a spinor function on the sphere with angular momentum $J,M$ and parity $(-1)^{k+l'}$. For given $J,M$ the spinor functions on the sphere span two dimensions, one for $l=J-\frac12$ and one for $l=J+\frac12$, and these have opposite parity. Parity thus picks one of them. Call its quantum number $\kappa_J$ and its orbital quantum number $l_J$:

$$\Phi_{JM}=A_J\,\chi_{\kappa_JM},\qquad l_J+k+l'\ \text{even}. \tag{12}$$

Ladder operators act alike on both sides, so $A_J$ does not depend on $M$. It can be found at the north pole with $M=\frac12$. There $C^k_q=\delta_{q0}$, and one term of (11) survives:

$$A_J\,\chi_{\kappa_J,1/2}(\hat z)=\langle k0\,j'\tfrac12|J\tfrac12\rangle\,\chi_{\kappa',1/2}(\hat z). \tag{13}$$

Inserting (6) on both sides and squaring removes the signs:

$$A_J^2=\frac{2j'+1}{2J+1}\,\langle k0\,j'\tfrac12|J\tfrac12\rangle^2. \tag{14}$$

Orthogonality of the Clebsch-Gordan coefficients inverts (11):

$$C^k_q\chi_{\kappa'm'}=\sum_{JM}\langle kq\,j'm'|JM\rangle A_J\chi_{\kappa_JM}. \tag{15}$$

Project this on $\chi_{\kappa m}$. If $l+k+l'$ is odd, $\kappa$ does not occur on the right and the matrix element vanishes. If it is even,

$$\langle\kappa m|C^k_q|\kappa'm'\rangle=A_j\,\langle kq\,j'm'|jm\rangle. \tag{16}$$

The squared coefficients sum to one over $q$ and $m'$, so $w_k=A_j^2$ for every $m$. To pass to a $3j$ symbol, use

$$\langle k0\,j'\tfrac12|j\tfrac12\rangle^2=(2j+1)\begin{pmatrix}j&k&j'\\ \frac12&0&-\frac12\end{pmatrix}^2. \tag{17}$$

Reordering the columns and reversing the lower row can change only the sign of the symbol, which the square removes. The factor $2j+1$ cancels the denominator of (14), and

$$w_k(\kappa,\kappa')=\begin{cases}(2j'+1)\begin{pmatrix}j&k&j'\\ \frac12&0&-\frac12\end{pmatrix}^2,& l+k+l'\ \text{even},\\[2mm] 0,& l+k+l'\ \text{odd}.\end{cases} \tag{18}$$

The parity condition is separate information, because the $3j$ symbol contains $j$ and $j'$ but not $l$ and $l'$. For $j=j'=\frac12$ the upper expression equals 1 at $k=0$ and $1/3$ at $k=1$. An $s_{1/2}$ electron exchanging with $p_{1/2}$ keeps the $k=1$ term and loses the $k=0$ term. A $p_{1/2}$ electron exchanging with $p_{1/2}$ does the reverse.

For $\kappa=\kappa'$ and $k=0$, $C^0_0=1$ and (10) gives $w_0=1$. If $a$ belongs to subshell $b$, the direct repulsion with the whole spherical subshell is $(2j+1)G^0(a,a)$. The $k=0$ exchange term reduces this to $2j\,G^0(a,a)$, the monopole repulsion from the other $2j$ electrons. Exchange terms with $k>0$ remain where (18) allows them.

## The exchange term in the radial equations

The same weights enter the Dirac-Fock equations. In the exchange operator acting on $\psi_a$, the upper component contains the angular sum $\sum_{q,m'}C^k_q\chi_{\kappa'm'}\langle\kappa m|C^k_q|\kappa'm'\rangle^*$. For even $l+k+l'$, equations (16) and (11) turn it into

$$A_j\sum_{q,m'}\langle kq\,j'm'|jm\rangle\,C^k_q\chi_{\kappa'm'}=A_j\Phi_{jm}=A_j^2\,\chi_{\kappa m}=w_k\,\chi_{\kappa m}. \tag{19}$$

For odd $l+k+l'$ the sum is zero. Multiplying by $-\sigma_r$, which commutes with $C^k_q$, gives the lower-component version with $-\kappa'$ and $-\kappa$. The filled subshell therefore mixes neither $\kappa$ nor $m$. Its contribution to the exchange operator acts on the radial pair as

$$\begin{pmatrix}P_a\\Q_a\end{pmatrix}\longrightarrow-\sum_k w_k\left[\int_0^\infty\frac{r_<^k}{r_>^{k+1}}\rho_{ab}(s)\,ds\right]\begin{pmatrix}P_b\\Q_b\end{pmatrix}. \tag{20}$$

This simplicity depends on the subshell being filled. With some $m'$ missing, the sum in (19) is incomplete and the result generally depends on $m$.

## The nonrelativistic weight

A nonrelativistic spin-orbital is $(P/r)Y_{l\mu}|\sigma\rangle$. Since $1/r_{12}$ does not act on spin, the exchange integral vanishes unless the spins are parallel. Of the $2(2l'+1)$ electrons in a filled shell, half contribute, and

$$E_x^{\rm nr}=-\sum_kv_k(l,l')G^k,\qquad v_k=\sum_{q,\mu'}|\langle l\mu|C^k_q|l'\mu'\rangle|^2, \tag{21}$$

where $G^k$ is now built from $\rho_{ab}=P_aP_b$. Coupling $C^k$ to $Y_{l'}$ gives a scalar function on the sphere with angular momentum $L,M$. The one such function is $Y_{LM}$, so the result is $B_LY_{LM}$. At the north pole with $M=0$,

$$B_L\sqrt{2L+1}=\langle k0\,l'0|L0\rangle\sqrt{2l'+1}. \tag{22}$$

Inverting the coupling as before gives $\langle l\mu|C^k_q|l'\mu'\rangle=B_l\langle kq\,l'\mu'|l\mu\rangle$. Hence $v_k=B_l^2$, and conversion to a $3j$ symbol again cancels the factor $2l+1$:

$$v_k(l,l')=(2l'+1)\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}^2. \tag{23}$$

Here the parity rule is built in. Reversing the lower row multiplies a $3j$ symbol by $(-1)^{l+k+l'}$ and leaves a row of zeros unchanged, so the symbol vanishes when the sum is odd. In (18) the reversal produces a different lower row, and no such conclusion follows.

## Sum over the two subshells

The spinor harmonics with $j'=l'\pm\frac12$ and the products $Y_{l'\mu'}|\sigma\rangle$ are two orthonormal bases of the same space of dimension $2(2l'+1)$. For $l'=0$ there is one subshell, $j'=\frac12$. The projector on this space can be written in either basis:

$$\Pi_{l'}=\sum_{j'=l'\pm1/2}\sum_{m'}|\kappa'm'\rangle\langle\kappa'm'|=\sum_{\mu'\sigma}|l'\mu'\sigma\rangle\langle l'\mu'\sigma|. \tag{24}$$

Consider the diagonal element in $|\kappa m\rangle$ of

$$S_k=\sum_qC^k_q\,\Pi_{l'}\,(C^k_q)^\dagger. \tag{25}$$

With the first form of (24) it is, by (10),

$$\langle\kappa m|S_k|\kappa m\rangle=\sum_{j'=l'\pm1/2}w_k(\kappa,\kappa'). \tag{26}$$

With the second form, use the matrix elements found below (22). Neither $C^k_q$ nor $\Pi_{l'}$ acts on spin, so

$$\langle l\mu_1\sigma_1|S_k|l\mu_2\sigma_2\rangle=\delta_{\sigma_1\sigma_2}B_l^2\sum_{q,\mu'}\langle kq\,l'\mu'|l\mu_1\rangle\langle kq\,l'\mu'|l\mu_2\rangle=v_k\,\delta_{\sigma_1\sigma_2}\delta_{\mu_1\mu_2}. \tag{27}$$

Within the $l$ shell, $S_k$ is thus the number $v_k$ times the identity. Every normalized state of that shell, including $\chi_{\kappa m}$ for either $j=l\pm\frac12$, has the expectation value $v_k$. Comparison with (26) gives

$$\sum_{j'=l'\pm1/2}w_k(\kappa,\kappa')=(2l'+1)\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}^2. \tag{28}$$

The division between the two subshells depends on $j$, but the sum does not. For $p$ electrons exchanging with a filled $p$ shell at $k=2$, equation (18) gives

$$p_{1/2}:\ 0+\tfrac25=\tfrac25,\qquad p_{3/2}:\ \tfrac15+\tfrac15=\tfrac25, \tag{29}$$

where the first term in each sum belongs to $p_{1/2}$ and the second to $p_{3/2}$.

Equation (28) is an identity between angular weights and contains no speed of light. Equality of the energies needs more. If both subshells have the same $P_b$ and all small components vanish, $G^k$ comes out of the sum over $j'$ and (9) becomes (21). Otherwise each weight multiplies its own integral.

## A 1s electron and a filled 2p shell

For $l=0$ and $l'=1$, parity requires odd $k$ and the triangle condition on $l,k,l'$ in (23) leaves $k=1$. The same holds for each $j'$, since the weights are nonnegative and their sum vanishes for other $k$. For $j'=\frac12$, equation (5) gives $\langle10\,\frac12\frac12|\frac12\frac12\rangle^2=\frac13$, and (14) gives $w_1=\frac22\cdot\frac13=\frac13$. In the nonrelativistic case, two $l=1$ states coupled to zero have three components with equal squared coefficients, so $\langle10\,10|00\rangle^2=\frac13$. Then (22) gives $v_1=3\cdot\frac13=1$. By (28) the weight for $j'=\frac32$ is $1-\frac13=\frac23$, and

$$E_x=-\tfrac13G^1(1s,2p_{1/2})-\tfrac23G^1(1s,2p_{3/2}). \tag{30}$$

The nonrelativistic integral can be done by hand. With $x=Zr$, the hydrogenic functions are $P_{1s}\propto2xe^{-x}$ and $P_{2p}\propto x^2e^{-x/2}/(2\sqrt6)$, normalized in $x$. Their product is $D(x)=x^3e^{-3x/2}/\sqrt6$. The regions $x>y$ and $x<y$ contribute equally, which gives a factor 2:

$$\frac{G^1}{Z}=2\int_0^\infty dy\,yD(y)\int_y^\infty dx\,\frac{D(x)}{x^2}
=\frac13\int_0^\infty dy\,y^4e^{-3y/2}\int_y^\infty dx\,xe^{-3x/2}. \tag{31}$$

The inner integral is $e^{-3y/2}\left(\frac23y+\frac49\right)$. Therefore

$$\frac{G^1}{Z}=\frac13\left(\frac23\cdot\frac{5!}{3^6}+\frac49\cdot\frac{4!}{3^5}\right)=\frac13\cdot\frac{80+32}{729}=\frac{112}{2187}. \tag{32}$$

For $Z=80$ the exchange energy is $-80\times112/2187=-4.097$ hartree, or $-111.5$ eV.

The Dirac orbitals of the same bare charge are $r^\gamma e^{-\lambda r}$ times polynomials, with $\gamma=\sqrt{\kappa^2-(Z/c)^2}$ and $Z/c=0.584$. The polynomial coefficients were obtained by solving the linear equations that result from inserting this form into the radial Dirac equations. In $G^1$ the inner integral is an incomplete gamma function, and the outer one was done by adaptive quadrature. The results are $G^1(1s,2p_{1/2})=4.278$ hartree and $G^1(1s,2p_{3/2})=3.724$ hartree. Equation (30) then gives

$$E_x=-\frac{4.278}{3}-\frac{2\times3.724}{3}=-1.426-2.483=-3.909\ \text{hartree}=-106.4\ \text{eV}. \tag{33}$$

Its magnitude is 4.6% below the nonrelativistic value. The weights still sum to one, so the whole difference lies in the radial integrals. This figure is the change of the $1/r_{12}$ exchange alone. The Breit interaction, left out here, enters at the same order in $1/c^2$. In its frequency-independent form it adds about $+3.0$ hartree of exchange between $1s$ and the filled $2p$ subshells for these orbitals, far more than the 0.19 hartree found above.

The small components act in opposite directions in the two integrals. If they are omitted from $\rho_{ab}$, without renormalizing the large ones, $G^1$ becomes 5.293 hartree for $2p_{1/2}$ and 3.390 hartree for $2p_{3/2}$. Including them lowers the first integral and raises the second. The signs can be understood to leading order in $1/c$. From $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$, $\boldsymbol\sigma\cdot\mathbf L\,\chi_{\kappa m}=-(1+\kappa)\chi_{\kappa m}$ and (7),

$$\boldsymbol\sigma\cdot\mathbf p\,\frac Pr\chi_{\kappa m}=\frac ir\left(P'+\frac{\kappa}{r}P\right)\chi_{-\kappa m}. \tag{34}$$

In the lower line of the Dirac equation, $c$ times this equals $(E-V+c^2)$ times the lower component, where $E$ includes the rest energy. At leading order $E-V+c^2\approx2c^2$, hence $Q\approx(P'+\kappa P/r)/2c$. This needs $|V|\ll2c^2$, that is $Zr\gg(Z/c)^2/2=0.17$, and fails near the nucleus. At $Z=80$ it is a guide to signs rather than sizes: for $2p_{1/2}$ at $Zr=2$ it gives $Q/P=0.29$ against an exact 0.23. With the nonrelativistic $P$ this becomes

$$\frac{Q_{1s}}{P_{1s}}\approx-\frac Z{2c},\qquad
\frac{Q_{2p_{3/2}}}{P_{2p}}\approx-\frac Z{4c},\qquad
\frac{Q_{2p_{1/2}}}{P_{2p}}\approx\frac1{2c}\left(\frac3r-\frac Z2\right). \tag{35}$$

For $2p_{3/2}$ the product $Q_aQ_b$ has the sign of $P_aP_b$ and adds to the overlap density. For $2p_{1/2}$ it has, at this order, the opposite sign wherever $Zr<6$; in the exact orbitals at $Z=80$ the sign change lies somewhat further in, near $Zr=5.3$. Only a fraction $e^{-9}(1+9+\frac{81}{2}+\frac{243}{2})\approx0.02$ of the integral of $D$ lies beyond $Zr=6$, so the product mainly subtracts.

The large components change as well. The mean radius of $1s$ is 0.0164 bohr, against 0.0188 bohr in the nonrelativistic limit. For $2p_{1/2}$ and $2p_{3/2}$ it is 0.0525 and 0.0603 bohr, against a common limit of 0.0625 bohr. Relative to this limit, $2p_{1/2}$ contracts more than $2p_{3/2}$.

Recomputing the model with a larger speed of light shows the approach to the limit. At $20c$ the exchange energy differs from the nonrelativistic value by $2.8\times10^{-4}$ hartree. Between $20c$ and $200c$ the difference falls by a factor of 100.1, close to the 100 expected of a $1/c^2$ correction. Scaled back to the physical $c$ by $20^2=400$, the difference at $20c$ would predict a shift of 0.11 hartree. The actual shift is 0.19 hartree, so for this bare charge the leading correction is not sufficient. The numbers describe unscreened orbitals of a point charge. A uniformly charged nucleus of rms radius 5.46 fm raises both integrals by 0.004 hartree and moves $E_x$ to $-3.913$ hartree, and a self-consistent atom would have different integrals in (30), with the same weights.
